\section*{Mixing Preconditioners for a Thomas-Fermi Metal Slab in Vacuum}

\section*{Problem}

A metal slab of thickness $a$ is separated from its periodic images by vacuum of thickness $b$. The period is $L=a+b$, and one cell is $-L/2\le x<L/2$ with the slab at $|x|<a/2$. Everything is uniform parallel to the surfaces. Hartree atomic units are used, and $V$ is the potential energy of an electron. The density is that of the Thomas-Fermi model,
\begin{equation}
n(x)=\frac{[2(\mu-V(x))]^{3/2}}{3\pi^2}\quad (V<\mu),\qquad n(x)=0\quad (V\ge\mu),
\label{tf}
\end{equation}
with $\mu$ fixed by the number of electrons. A fixed external square well $V_{\rm w}$ is zero in the slab and lies above the Fermi level in the vacuum. A uniform positive background of density $n_+=k_F^3/(3\pi^2)$ fills the slab and neutralises the electrons. One SCF step gives
\begin{equation}
V_{\rm out}=V_{\rm w}+4\pi K^{-1}(n-n_+),\qquad K=-\frac{d^2}{dx^2},
\label{scf}
\end{equation}
where $n_+$ is understood to vanish in the vacuum and $K^{-1}$ acts on periodic functions of zero mean and returns such functions. The potential is updated by $V\to V+\alpha P^{-1}(V_{\rm out}-V)$ with damping $\alpha$ and preconditioner $P$.

\begin{enumerate}
\item Linearise the iteration about its fixed point and write the spectrum of $P^{-1}\varepsilon$, which governs the error, as a symmetric eigenvalue problem.
\item For $P=1$, find the largest eigenvalue and its eigenvector. How do they depend on $a$ and $b$?
\item Do the same for the smallest eigenvalue under the Kerker preconditioner $P=1+k_s^2K^{-1}$, where $k_s$ is the screening wavenumber of the metal.
\item Find the spectrum when $P$ is built from the local density of states (LDOS), and bound it when this LDOS has a local relative error of at most $\eta<1$.
\item Evaluate the results for $k_s=1$ bohr$^{-1}$ and thicknesses from 20 to 160 bohr, and relate them to iteration counts.
\end{enumerate}

\section*{Solution}

\subsection*{1. The linearised iteration}

At $V=V_{\rm w}$ with $\mu=k_F^2/2$, equation \eqref{tf} gives $n=n_+$ in the slab and $n=0$ outside. The Hartree term in \eqref{scf} then vanishes and $V_{\rm out}=V_{\rm w}$, so the well is a fixed point. The barrier is needed for this: with $V=0$ everywhere, electrons would also occupy the vacuum.

Let $V=V_{\rm w}+\phi$, with $\phi$ small and of zero mean. A constant in $V$ shifts $\mu$ equally and leaves $n$ unchanged, so it can be discarded. Differentiating \eqref{tf} gives the LDOS at the Fermi level,
\begin{equation}
D=\frac{dn}{d\mu}=\frac{\sqrt{2(\mu-V_{\rm w})}}{\pi^2}
=\frac{k_F}{\pi^2}\ \text{in the slab},\qquad D=0\ \text{in the vacuum}.
\end{equation}
The density change is $\delta n=D(\delta\mu-\phi)$. Conservation of electrons, $\int\delta n\,dx=0$, requires
\begin{equation}
\delta\mu=m\equiv\frac{\int D\phi\,dx}{\int D\,dx},
\end{equation}
which is here the average of $\phi$ over the slab. With $k^2(x)=4\pi D(x)$, equal to $k_s^2=4k_F/\pi$ in the slab and zero outside,
\begin{equation}
4\pi\,\delta n=-M\phi,\qquad M\phi=k^2(x)(\phi-m).
\end{equation}
Hence $V_{\rm out}-V=-K^{-1}M\phi-\phi=-\varepsilon\phi$ with $\varepsilon=K^{-1}(K+M)$, and one update turns the error $\phi$ into $(1-\alpha P^{-1}\varepsilon)\phi$. Writing $B=KP$, the eigenvalues of $P^{-1}\varepsilon=B^{-1}(K+M)$ obey
\begin{equation}
(K+M)\phi=\lambda B\phi .
\label{gen}
\end{equation}
Without a preconditioner $B=K$; for Kerker $B=K+k_s^2$. Both sides are symmetric and positive on zero-mean functions, so $\lambda$ is real and positive. In both cases $B^{-1}(K+M)-1$ is $K^{-1}$ or $(K+k_s^2)^{-1}$ times a bounded operator. In a finite cell this is compact, so the spectrum away from $\lambda=1$ consists of isolated eigenvalues.

The quadratic form of $M$ will be needed. Because $\int k^2(\phi-m)\,dx=0$,
\begin{equation}
\langle\phi,M\phi\rangle=\int k^2\phi(\phi-m)\,dx=\int k^2(\phi-m)^2dx=\min_c\int k^2(\phi-c)^2dx .
\label{min}
\end{equation}
The last equality holds because the weighted mean minimises the weighted square deviation.

\subsection*{2. No preconditioner: charge sloshing}

With $B=K$ the Rayleigh quotient is $1+\langle\phi,M\phi\rangle/\langle\phi,K\phi\rangle\ge1$. The value 1 is reached by any $\phi$ that is constant in the slab and varies in the vacuum. For $\lambda>1$, equation \eqref{gen} reads
\begin{equation}
-(\lambda-1)\phi''=k^2(x)(\phi-m).
\end{equation}
In the vacuum $\phi$ is linear. In the slab $\phi-m$ is a sine or cosine of $qx$, with $q^2=k_s^2/(\lambda-1)$. Since $\phi''$ is bounded, $\phi$ and $\phi'$ are continuous. The cell is symmetric, so the modes can be chosen even or odd.

An even periodic function is also even about the vacuum centre. A linear function with that symmetry is constant, so $\phi'(a/2)=0$ and $\sin(qa/2)=0$. The even modes therefore have $qa/2=\pi,2\pi,\dots$

An odd mode has $m=0$ and vanishes at the vacuum centre:
\begin{equation}
\phi=\sin qx\ \ (|x|<a/2),\qquad
\phi=\sin\theta\,\frac{L/2-x}{b/2}\ \ (a/2<x<L/2),\qquad \theta=\frac{qa}{2}.
\end{equation}
The values match at $x=a/2$. Equal slopes require $q\cos\theta=-(2/b)\sin\theta$, or
\begin{equation}
\tan\theta=-\frac{qb}{2}=-\frac ba\,\theta .
\label{bare}
\end{equation}
There is no root in $(0,\pi/2)$, where the tangent is positive. In $(\pi/2,\pi)$ the function $\tan\theta+(b/a)\theta$ rises from $-\infty$ to $\pi b/a>0$, so there is one root. It lies below the first even value $\theta=\pi$ and gives the largest eigenvalue,
\begin{equation}
\lambda_{\max}=1+\frac{k_s^2}{q^2}=1+\Big(\frac{k_sa}{2\theta}\Big)^2,\qquad
\Big(\frac{k_sa}{2\pi}\Big)^2<\lambda_{\max}-1<\Big(\frac{k_sa}{\pi}\Big)^2 .
\end{equation}
The growth is quadratic in the slab thickness. The worst eigenvector is charge sloshing: $\delta n\propto-\sin qx$ moves electrons from one half of the slab to the other.

For $b\gg a$, $\theta\to\pi/2$ and $\lambda_{\max}$ saturates at $1+(k_sa/\pi)^2$. For $a\gg b$, put $\theta=\pi-\delta$. Then $\tan\delta=(b/a)(\pi-\delta)$ with small $\delta$ gives $\delta\approx\pi b/L$, hence $q\approx2\pi/L$ and $\lambda_{\max}\approx1+(k_sL/2\pi)^2$.

\subsection*{3. Kerker: a potential bump in the vacuum}

Setting $c=0$ in \eqref{min} gives $\langle\phi,M\phi\rangle\le k_s^2\int_{\rm slab}\phi^2dx\le k_s^2\int\phi^2dx$, so $\lambda\le1$. Zero-mean functions confined to the slab reach $\lambda=1$. The small eigenvalues come from the vacuum. For $0<\lambda<1$, equation \eqref{gen} becomes
\begin{align}
\text{slab:}\quad &(1-\lambda)(-\phi''+k_s^2\phi)=k_s^2m,\\
\text{vacuum:}\quad &\phi''=-p^2\phi,\qquad p^2=\frac{\lambda k_s^2}{1-\lambda},\qquad
\lambda=\frac{p^2}{p^2+k_s^2}.
\end{align}
The smallest $\lambda$ belongs to the smallest $p$. Let $z=L/2-x$ be the distance from the vacuum centre, $\theta=pb/2$ and $X=k_sa/2$.

\emph{Even modes.} Take $\phi=\cos pz$ in the vacuum and $\phi=c_0+A\cosh k_sx$ in the slab. The slab equation gives $c_0=m/(1-\lambda)$, while averaging over the slab gives $m=c_0+A\sinh X/X$. Eliminating $m$,
\begin{equation}
(1-\lambda)c_0=c_0+A\frac{\sinh X}{X}\quad\Rightarrow\quad c_0=-\frac{A\sinh X}{\lambda X}.
\end{equation}
At $x=a/2$, equal slopes and equal values require
\begin{equation}
p\sin\theta=Ak_s\sinh X,\qquad \cos\theta=A\Big(\cosh X-\frac{\sinh X}{\lambda X}\Big).
\end{equation}
Inserting $A$ from the first condition into the second, dividing by $\sin\theta$ and using $1/\lambda=1+k_s^2/p^2$,
\begin{equation}
\cot\theta=\frac{p}{k_s}\Big[\coth X-\frac1X\Big(1+\frac{k_s^2}{p^2}\Big)\Big]
=\frac p{k_s}\Big(\coth X-\frac1X\Big)-\frac{k_s}{pX}.
\label{even}
\end{equation}
The mean of $\phi$ vanishes as required: integrating \eqref{gen} over the cell leaves $0=\lambda k_s^2\int\phi\,dx$. Since $\coth X>1/X$, the right side of \eqref{even} increases with $p$ from $-\infty$. The cotangent falls from $+\infty$ to $-\infty$ on $0<\theta<\pi$. There is therefore one root in this interval.

\emph{Odd modes.} Here $m=0$, with $\phi=\sin pz$ in the vacuum and $\phi=A\sinh k_sx$ in the slab. Matching gives $\sin\theta=A\sinh X$ and $-p\cos\theta=Ak_s\cosh X$, hence $\cot\theta=-(k_s/p)\coth X$. The first root lies in $(\pi/2,\pi)$. At that root the right side of \eqref{even} exceeds $-k_s/(pX)$, which in turn exceeds $-(k_s/p)\coth X=\cot\theta$. The two sides of \eqref{even} have thus already crossed, and the even root lies lower. The worst Kerker eigenvector is even.

If $k_sb\gg1$ and $a\ll k_sb^2$, the first term on the right of \eqref{even} is negligible. With $pX=k_s\theta a/b$,
\begin{equation}
\cot\theta\approx-\frac{b}{a\theta}\quad\Longleftrightarrow\quad \tan\theta\approx-\frac ab\,\theta .
\end{equation}
This is \eqref{bare} with slab and vacuum exchanged. For $b\gg a$ it gives, as before, $p\approx2\pi/L$ and $1/\lambda_{\min}\approx1+(k_sL/2\pi)^2$.

For $a\to\infty$ at fixed $b$, \eqref{even} becomes $\cot\theta=p/k_s$, or $pb/2=\pi/2-\arctan(p/k_s)$. For $p\ll k_s$ this gives $p\approx\pi/(b+2/k_s)$: the vacuum is widened by one screening length on each side. At finite $a$, the inequality $\coth X-1/X<1$ makes the right side of \eqref{even} smaller than $p/k_s$, so $p$ is larger. Together with $\arctan y<y$ and $\theta<\pi$ this yields
\begin{equation}
1+\Big(\frac{k_sb}{2\pi}\Big)^2<\frac1{\lambda_{\min}}<1+\Big(\frac{k_sb+2}{\pi}\Big)^2 .
\end{equation}
The growth is now quadratic in the vacuum thickness and bounded in the slab thickness. Kerker removes the sloshing problem but treats the vacuum as metal. There $B=K+k_s^2$ is much larger than the true $K+M=K$ for smooth functions, so a vacuum potential error is corrected by too little.

\subsection*{4. LDOS preconditioning}

The LDOS preconditioner uses the local response, including the shift of the Fermi level: $P=1+K^{-1}M$. In this model that is $\varepsilon$ itself, so $B=K+M$ and every eigenvalue is 1. Every zero-mean function is an eigenvector, and none is worst. With $\alpha=1$ the error vanishes to first order in one step.

Suppose instead that $P$ contains $\tilde M$, built from $\tilde k^2(x)$ with $(1-\eta)k^2\le\tilde k^2\le(1+\eta)k^2$ at every point. These inequalities hold for each $c$ in \eqref{min}, and hence for the minima, although the two minimising constants differ:
\begin{equation}
(1-\eta)\langle\phi,M\phi\rangle\le\langle\phi,\tilde M\phi\rangle\le(1+\eta)\langle\phi,M\phi\rangle .
\end{equation}
Adding $\langle\phi,K\phi\rangle\ge0$ shows that $\langle\phi,(K+\tilde M)\phi\rangle$ lies between $(1-\eta)$ and $(1+\eta)$ times $\langle\phi,(K+M)\phi\rangle$. Therefore
\begin{equation}
\frac1{1+\eta}\le\lambda\le\frac1{1-\eta}\qquad\text{for every }a\text{ and }b.
\end{equation}
The hypothesis requires $\tilde k^2=0$ wherever $k^2=0$. A model LDOS that leaves even a small constant value in the vacuum acts there like a weak Kerker term, and the size independence is lost: with $\tilde k^2=0.01k_s^2$ in the vacuum, $k_s=1$ bohr$^{-1}$ and $a=20$ bohr, the smallest eigenvalue falls from 0.68 at $b=20$ bohr to 0.04 at $b=160$ bohr. The result also rests on the Thomas-Fermi response being local apart from the Fermi-level shift. A quantum-mechanical response is nonlocal. The LDOS form is then an approximation, and the proof above does not cover it.

\subsection*{5. Numbers}

For $k_s=1$ bohr$^{-1}$, $k_F=\pi k_s^2/4=0.785$ bohr$^{-1}$ and the Fermi energy is $k_F^2/2=0.308$ hartree. The barrier is set 0.2 hartree above the Fermi level. The eigenvalues below come from a response matrix obtained by finite differences of the nonlinear density map.

\begin{center}
\begin{tabular}{rrrr}
$a$ (bohr) & $b$ (bohr) & $\lambda_{\max}$, none & $1/\lambda_{\min}$, Kerker\\
\hline
20 & 20 & 25.30 & 28.5\\
40 & 20 & 77.35 & 35.6\\
80 & 20 & 243.2 & 41.3\\
160 & 20 & 814.8 & 45.2\\
20 & 40 & 30.65 & 80.7\\
20 & 80 & 34.99 & 246\\
20 & 160 & 37.89 & 817
\end{tabular}
\end{center}

The matrix uses a grid of 0.25 bohr, and its extreme eigenvalues agree with the secular equations to within 0.2\% of the latter. This grid error reaches the last digit shown: the secular equations give 28.4, 35.5 and 45.1 in place of 28.5, 35.6 and 45.2, then 34.98 and 37.88 in place of 34.99 and 37.89, and $1/\lambda_{\min}=104.6$ for $a=b=40$ bohr. Thickening the slab drives the unpreconditioned value up, while the Kerker value approaches its limit of 50.0. Thickening the vacuum does the opposite, with a limit of 41.5 for the unpreconditioned value. At $L=180$ bohr the estimate $1+(k_sL/2\pi)^2=822$ lies within 1\% of both large entries.

For $a=b=40$ bohr the roots are $q=0.10144$ and $p=0.0982$ bohr$^{-1}$, so
\begin{equation}
\lambda_{\max}=1+\frac1{0.10144^2}\approx98.2,\qquad
\lambda_{\min}=\frac{0.0982^2}{1+0.0982^2}\approx0.0096 .
\end{equation}
The Kerker vector, scaled to 1 at the vacuum centre, is about $-0.47$ both at the slab centre and halfway to the surface, and about $-0.38$ at the surface. The slab interior is an equipotential, and the departure from it is confined to the surface region.

For a spectrum filling $[\lambda_{\min},\lambda_{\max}]$ the slowest error factor is $\max|1-\alpha\lambda|$, taken at one of the ends. It is least when the two ends have equal magnitude, $1-\alpha\lambda_{\min}=\alpha\lambda_{\max}-1$, which gives
\begin{equation}
\alpha=\frac2{\lambda_{\min}+\lambda_{\max}},\qquad
\rho=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\lambda_{\max}}{\lambda_{\min}} .
\end{equation}
Without a preconditioner $\kappa=98.2$ and $\rho=97.2/99.2=0.980$. With Kerker the matrix eigenvalues give $\kappa=104.7$ and $\rho=103.7/105.7=0.981$. Reducing the slowest mode by $10^6$ takes $N=\ln10^6/(-\ln\rho)\approx(\kappa/2)\ln10^6$ steps, about 678 and 723. Nonlinear SCF runs with the optimal damping, $\alpha=0.02016$ and $1.981$, from the initial error $10^{-3}[\sin(2\pi x/L)+\cos(2\pi x/L)]$ hartree needed 672 and 720 iterations, respectively, to reduce its maximum by $10^6$. Other initial shapes give roughly 590--680 and 710--730. The count is sensitive to $\alpha$: rounding it up to 0.0202 raises the sloshing factor to $0.0202\times98.19-1=0.983$ and the count to about 800. In this cell Kerker is slightly worse than no preconditioner, because its $\kappa$ is slightly larger. The extreme eigenvalue also slows the other modes through the choice of $\alpha$: an error with $\lambda=1$ is multiplied by $1-0.0202=0.980$ per step without a preconditioner, and by $1-1.98=-0.98$ with Kerker. With the LDOS taken from the current potential at each step and $\alpha=1$, 2 iterations sufficed.

An LDOS multiplied by $1+0.2\cos(2\pi x/20\,\text{bohr})$ gave eigenvalues between 0.861 and 1.192 over all the cells, inside the bounds $1/1.2=0.833$ and $1/0.8=1.25$. The numerical check asserts these bounds, the secular equations and the form of both worst eigenvectors.

\section*{Table of computed values}
\begin{verbatim}
screening wavenumber ks = 1.000 1/bohr
Fermi wavenumber kF = 0.7854 1/bohr
Fermi energy = 0.3084 hartree
barrier above Fermi energy = 0.20 hartree
grid spacing = 0.25 bohr
a, b in bohr; eigenvalues dimensionless; (f) = secular equation
a= 20 b= 20 none: max 25.30, (f) 25.30
  Kerker: min 0.035131, (f) 0.035169, 1/min 28.47
a= 40 b= 20 none: max 77.35, (f) 77.35
  Kerker: min 0.028120, (f) 0.028156, 1/min 35.56
a= 80 b= 20 none: max 243.17, (f) 243.16
  Kerker: min 0.024197, (f) 0.024230, 1/min 41.33
a=160 b= 20 none: max 814.76, (f) 814.75
  Kerker: min 0.022125, (f) 0.022157, 1/min 45.20
a= 20 b= 40 none: max 30.65, (f) 30.65
  Kerker: min 0.012390, (f) 0.012394, 1/min 80.71
a= 20 b= 80 none: max 34.99, (f) 34.98
  Kerker: min 0.004066, (f) 0.004066, 1/min 245.95
a= 20 b=160 none: max 37.89, (f) 37.88
  Kerker: min 0.001225, (f) 0.001225, 1/min 816.59
a= 40 b= 40 none: max 98.19, (f) 98.19
  Kerker: min 0.009553, (f) 0.009558, 1/min 104.68
largest relative grid deviation = 1.7e-03
smallest eigenvector overlap = 0.9999998
LDOS: largest |eigenvalue - 1| = 5.5e-09
LDOS with 20% modulation, all cells: 0.8612 to 1.1921
  proved bounds: 0.8333 to 1.2500
1+(ks L/2pi)^2 at L = 180 bohr: 821.70
none, a=20 bohr, b infinite: max 41.53
Kerker, b=20 bohr, a infinite: 1/min 49.98
  from p = pi/(b+2/ks): 1/min 50.04
worst potentials for a = b = 40 bohr (relative units)
  at slab centre, quarter point a/4, slab edge, vacuum centre
  none:   0.000, 1.000, 1.056, 0.000
  Kerker: -0.475, -0.475, -0.383, 1.000
  q = 0.10144 1/bohr, p = 0.09824 1/bohr
nonlinear SCF, a = b = 40 bohr, error reduced by 1e6
  none: damping 0.02016, 672 iterations
    contraction 0.97983, predicted 0.97984
  kerker: damping 1.98107, 720 iterations
    contraction 0.98107, predicted 0.98107
  ldos: damping 1.00000, 2 iterations
\end{verbatim}
